# The Mott-Schottky depletion width at an interface in an ionic conductor: verification in Python

```python
# Mott-Schottky depletion layer with immobile, uniform acceptor dopants.
# Result under test: w = sqrt(2 eps phi0 / (e N)) for phi0 >> V1 = kT/(z e).
#   phi0 : barrier potential at the interface x = 0 (bulk potential is zero)
#   N    : density of singly charged, immobile acceptors
#   z    : charge number of the mobile positive defects (bulk density N/z)
#   eps  : permittivity;  theta = 1 - c/c_bulk : depleted fraction
#   w_Q  : integral of theta over x (charge-equivalent width)
# Reference: finite-difference solution of the full nonlinear Poisson
# equation phi'' = (e N/eps) (1 - exp(-phi/V1)), which uses no width formula.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e = const.e
nm = 1e-9
bohr = const.physical_constants["Bohr radius"][0]

eps_r, T, z = 50.0, 800.0, 2
N_ref, phi_ref = 1e25, 0.5
eps = eps_r * const.epsilon_0
V1 = const.k * T / (z * e)

x = np.linspace(0.0, 150 * nm, 6001)
h = x[1] - x[0]


def solve_layer(phi0, N):
    """Potential on the grid x, with phi(0) = phi0 and phi(end) = 0."""
    source = e * N / eps * h**2
    phi = np.zeros_like(x)
    phi[0] = phi0
    for _ in range(200):
        inner = phi[1:-1]
        residual = (phi[2:] - 2 * inner + phi[:-2]
                    + source * np.expm1(-inner / V1))
        bands = np.ones((3, inner.size))
        bands[1] = -2 - source / V1 * np.exp(-inner / V1)
        step = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += step
        if np.max(np.abs(step)) < 1e-10:
            return phi
    raise RuntimeError("Newton iteration did not converge")


def depleted_fraction(phi):
    return -np.expm1(-phi / V1)


def numerical_width(phi0, N):
    return trapezoid(depleted_fraction(solve_layer(phi0, N)), x)


def core_charge(phi0, N):
    """Gauss's law with the numerical field at the interface."""
    phi = solve_layer(phi0, N)
    return eps * (3 * phi[0] - 4 * phi[1] + phi[2]) / (2 * h)


def box_width(phi0, N):
    return np.sqrt(2 * eps * phi0 / (e * N))


def charge_width(phi0, N):
    return np.sqrt(2 * eps / (e * N)
                   * (phi0 + V1 * np.expm1(-phi0 / V1)))


# Box of dopant charge: add up the potentials of charged sheets.
w = box_width(phi_ref, N_ref)
n_sheets = 2000
sheet_x = (np.arange(n_sheets) + 0.5) * w / n_sheets
sheet_charge = -e * N_ref * w / n_sheets
far = 3 * w
drop_core = e * N_ref * w * far / (2 * eps)
drop_layer = np.sum(sheet_charge * ((far - sheet_x) - sheet_x)) / (2 * eps)
sheet_barrier = drop_core + drop_layer
assert abs(sheet_barrier / phi_ref - 1) < 1e-8

# Full solution for the reference case: moments of the depleted fraction.
phi = solve_layer(phi_ref, N_ref)
theta = depleted_fraction(phi)
w_Q = trapezoid(theta, x)
w_moment = np.sqrt(2 * trapezoid(x * theta, x))
sigma = core_charge(phi_ref, N_ref)
assert abs(w_moment / w - 1) < 1e-4
assert abs(sigma / (e * N_ref * w_Q) - 1) < 1e-4
assert abs(w_Q / w - (1 - V1 / (2 * phi_ref))) < (V1 / phi_ref)**2

# The moment identity must also hold for a weak barrier.
phi_low = solve_layer(0.02, N_ref)
moment_low = np.sqrt(2 * trapezoid(x * depleted_fraction(phi_low), x))
assert abs(moment_low / box_width(0.02, N_ref) - 1) < 1e-4

# The parabola lies below the full solution, by less than V1.
parabola = e * N_ref / (2 * eps) * np.maximum(w - x, 0.0)**2
difference = phi - parabola
assert difference.min() > -1e-6
assert difference.max() < V1
i_max = np.argmax(difference)
assert abs(difference[i_max] / (V1 * theta[i_max]) - 1) < 0.01

# Growth with the barrier: w_Q squared is linear in phi0, offset by V1.
barriers = np.array([0.125, 0.25, 0.5, 1.0])
widths_phi = np.array([numerical_width(p, N_ref) for p in barriers])
assert np.allclose(widths_phi, charge_width(barriers, N_ref), rtol=1e-4)
slope, intercept = np.polyfit(barriers[1:], widths_phi[1:]**2, 1)
offset = -intercept / slope
assert abs(slope / (2 * eps / (e * N_ref)) - 1) < 1e-3
assert abs(offset / V1 - 1) < 1e-2

# Decrease with dopant density at fixed barrier.
densities = np.array([2.5e24, 1e25, 4e25])
widths_N = np.array([numerical_width(phi_ref, n) for n in densities])
assert np.allclose(widths_N, charge_width(phi_ref, densities), rtol=1e-4)
exponent_N = np.polyfit(np.log(densities), np.log(widths_N), 1)[0]
assert abs(exponent_N + 0.5) < 1e-3

# Weak barrier: linear growth with slope L/V1 instead of a square root.
debye = np.sqrt(eps * V1 / (e * N_ref))
weak = 0.0005
weak_width = numerical_width(weak, N_ref)
weak_ratio = numerical_width(4 * weak, N_ref) / weak_width
assert abs(weak_ratio - 4) < 0.05
assert abs(weak_width / (debye * weak / V1) - 1) < 0.01

# Fixed core charge: double N and find the barrier that keeps the charge.
phi_double = brentq(lambda p: core_charge(p, 2 * N_ref) - sigma,
                    0.1, 0.5, xtol=1e-9)
w_double = numerical_width(phi_double, 2 * N_ref)
assert abs((phi_double - V1) / (phi_ref - V1) - 0.5) < 1e-3
assert abs(w_double / w_Q - 0.5) < 1e-3

print("INPUTS")
print(f"relative permittivity: {eps_r:.0f}")
print(f"temperature: {T:.0f} K")
print(f"charge number z of mobile defect: {z}")
print(f"dopant density N: {N_ref:.2e} m^-3")
print(f"barrier potential phi0: {phi_ref:.3f} V")
print("REFERENCE CASE")
print(f"V1 = kT/(ze): {V1:.5f} V")
print(f"phi0/V1: {phi_ref / V1:.3f}")
print(f"Debye length L: {debye / nm:.3f} nm")
print(f"mean dopant spacing N^(-1/3): {N_ref**(-1/3) / nm:.3f} nm")
print(f"Mott-Schottky width w: {w / nm:.3f} nm = {w / bohr:.1f} bohr")
print(f"barrier from summed charged sheets: {sheet_barrier:.6f} V")
print(f"first-moment width, full solution: {w_moment / nm:.3f} nm")
print(f"charge width w_Q, full solution: {w_Q / nm:.3f} nm")
print(f"charge width w_Q, formula: "
      f"{charge_width(phi_ref, N_ref) / nm:.3f} nm")
print(f"ratio w_Q/w: {w_Q / w:.4f}")
print(f"estimate 1 - V1/(2 phi0): {1 - V1 / (2 * phi_ref):.4f}")
print(f"core charge per area, one side: {sigma:.5f} C/m^2")
print(f"c/c_bulk at interface: {np.exp(-phi_ref / V1):.3e}")
print("PROFILE")
for label, position in (("w/2", w / 2), ("w", w)):
    full = np.interp(position, x, phi)
    para = np.interp(position, x, parabola)
    print(f"x = {label}: full {full:.5f} V, parabola {para:.5f} V, "
          f"c/c_bulk {np.exp(-full / V1):.4f}")
print(f"largest excess over parabola: {difference.max():.5f} V "
      f"at x = {x[i_max] / nm:.2f} nm")
print("WIDTH AGAINST BARRIER (N as in inputs)")
for p, width in zip(barriers, widths_phi):
    print(f"phi0 {p:.3f} V: w {box_width(p, N_ref) / nm:.3f} nm, "
          f"w_Q full solution {width / nm:.3f} nm")
print(f"slope of w_Q^2 against phi0: {slope / nm**2:.2f} nm^2/V")
print(f"2 eps/(e N): {2 * eps / (e * N_ref) / nm**2:.2f} nm^2/V")
print(f"potential offset from the line: {offset:.5f} V")
print("WIDTH AGAINST DOPANT DENSITY (phi0 as in inputs)")
for n, width in zip(densities, widths_N):
    print(f"N {n:.2e} m^-3: w {box_width(phi_ref, n) / nm:.3f} nm, "
          f"w_Q full solution {width / nm:.3f} nm")
print(f"fitted exponent of N in w_Q: {exponent_N:.4f}")
print("LIMITS OF THE SQUARE-ROOT LAWS")
print(f"weak barriers compared: {weak:.4f} V and {4 * weak:.4f} V")
print(f"w_Q ratio for fourfold weak barrier: {weak_ratio:.3f}")
print(f"fixed core charge, doubled N: barrier {phi_double:.5f} V")
print(f"fixed core charge, doubled N: w_Q {w_double / nm:.3f} nm")
print("all tests passed")
```

It prints:

```
INPUTS
relative permittivity: 50
temperature: 800 K
charge number z of mobile defect: 2
dopant density N: 1.00e+25 m^-3
barrier potential phi0: 0.500 V
REFERENCE CASE
V1 = kT/(ze): 0.03447 V
phi0/V1: 14.506
Debye length L: 3.086 nm
mean dopant spacing N^(-1/3): 4.642 nm
Mott-Schottky width w: 16.623 nm = 314.1 bohr
barrier from summed charged sheets: 0.500000 V
first-moment width, full solution: 16.623 nm
charge width w_Q, full solution: 16.040 nm
charge width w_Q, formula: 16.040 nm
ratio w_Q/w: 0.9649
estimate 1 - V1/(2 phi0): 0.9655
core charge per area, one side: 0.02570 C/m^2
c/c_bulk at interface: 5.015e-07
PROFILE
x = w/2: full 0.14248 V, parabola 0.12500 V, c/c_bulk 0.0160
x = w: full 0.01738 V, parabola 0.00000 V, c/c_bulk 0.6040
largest excess over parabola: 0.02474 V at x = 13.40 nm
WIDTH AGAINST BARRIER (N as in inputs)
phi0 0.125 V: w 8.311 nm, w_Q full solution 7.109 nm
phi0 0.250 V: w 11.754 nm, w_Q full solution 10.914 nm
phi0 0.500 V: w 16.623 nm, w_Q full solution 16.040 nm
phi0 1.000 V: w 23.508 nm, w_Q full solution 23.099 nm
slope of w_Q^2 against phi0: 552.62 nm^2/V
2 eps/(e N): 552.63 nm^2/V
potential offset from the line: 0.03445 V
WIDTH AGAINST DOPANT DENSITY (phi0 as in inputs)
N 2.50e+24 m^-3: w 33.246 nm, w_Q full solution 32.079 nm
N 1.00e+25 m^-3: w 16.623 nm, w_Q full solution 16.040 nm
N 4.00e+25 m^-3: w 8.311 nm, w_Q full solution 8.020 nm
fitted exponent of N in w_Q: -0.5000
LIMITS OF THE SQUARE-ROOT LAWS
weak barriers compared: 0.0005 V and 0.0020 V
w_Q ratio for fourfold weak barrier: 3.971
fixed core charge, doubled N: barrier 0.26722 V
fixed core charge, doubled N: w_Q 8.020 nm
all tests passed
```
